**Elastic boundaries and the Lorenz number: numerical tests**

For elastic background and boundary scattering, the program asserts that electrical conductivity $\sigma$ and electronic thermal conductivity $\kappa_e$ fall by the same factor, up to small corrections in $k_BT/E_F$. The boundary parameter is $\alpha=2\lambda R/[D(1-R)]$, where $\lambda$ is the background mean free path, $D$ the boundary spacing and $R$ the normal-incidence reflection probability at the Fermi energy $E_F$. A matrix Boltzmann equation in energy and angle is compared with the closed factor $F(\alpha)$ and with thermal integrals; at $\alpha=0.5$ the output gives 0.588 for both currents. The anisotropic test uses $g=0.5$ in a kernel truncated at its first harmonic, which is an algebraic test only: a nonnegative kernel of that form needs $|g|\le1/3$. With inelastic phonons the program asserts that $\kappa_e$ is reduced less than $\sigma$, and for a 25 meV phonon at 300 K the factors are 0.609 and 0.587. A separate solution with sharp planes agrees with $F$ at close spacing and lies about 0.4% above it at $D=\lambda$. The program also estimates two-plane interference and lattice heat conduction, the latter from rough assumed inputs.

## Verification by program

```python
# Result under test: elastic grain-boundary and background scattering reduce
# electrical conductivity sigma and electronic thermal conductivity kappa by
# one factor, up to order (kT/E_F)^2, so L = kappa/(sigma T) stays at
# L0 = pi^2 k^2/(3 e^2).  Inelastic background scattering breaks this.
# Symbols: x = (E-mu)/kT, e = E/E_F, t = kT/E_F, u = direction cosine,
# lambda = background mean free path, D = boundary spacing,
# R = normal-incidence reflection probability at E_F, r = R/(1-R),
# alpha = 2 r lambda/D, y = phonon energy/kT, g = scattering anisotropy.
# Reduced units: lambda = v_F = 1, bulk elastic sigma = 1, and kappa is
# divided by L0 T so that its bulk elastic value is also 1.
import numpy as np
from scipy import constants as const
from scipy.special import expit

LORENZ_MOMENT = np.pi**2 / 3


def half_range_nodes(count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return (nodes + 1) / 2, weights / 2


def transport(x, shell):
    """Sigma and reduced kappa from the shell conductivity on a uniform grid."""
    weight = expit(x) * expit(-x) * (x[1] - x[0])
    k0, k1, k2 = [np.sum(weight * x**n * shell) for n in range(3)]
    return k0, (k2 - k1**2 / k0) / LORENZ_MOMENT


def boundary_factor(a):
    return 1 - 1.5*a + 3*a**2 - 3*a**3*np.log1p(1/a)


def phonon_rate(x, y):
    """Isotropic one-phonon relaxation rate; tends to 1 for small y."""
    bose = 1 / np.expm1(y)
    return y/2 * (2*bose + 1 - expit(y - x) + expit(-x - y))


def boltzmann(y, g, alpha, t):
    """Solve the linearized equation for odd distributions in energy and angle.

    y = 0 means elastic background. Otherwise transitions change x by +-y.
    """
    step = 0.5
    x = np.arange(-60, 61) * step
    energy = 1 + t*x
    speed = np.sqrt(energy)
    u, wu = half_range_nodes(10)
    transitions = np.zeros((x.size, x.size))
    if y == 0:
        np.fill_diagonal(transitions, speed)
    else:
        shift = round(y / step)
        assert abs(shift*step - y) < 1e-12
        bose = 1 / np.expm1(y)
        empty = expit(x)
        for i in range(x.size):
            for j, occupation in ((i-shift, bose+1), (i+shift, bose)):
                if 0 <= j < x.size:
                    transitions[i, j] = (y/2 * speed[j] * occupation
                                         * empty[j] / empty[i])
    out_rate = transitions.sum(axis=1)
    boundary_rate = alpha * (speed/energy)[:, None] / u[None, :]
    matrix = np.diag((out_rate[:, None] + boundary_rate).ravel())
    matrix -= 3*g*np.kron(transitions, np.outer(u, u*wu))
    force = speed[:, None] * u[None, :]
    forces = np.column_stack((force.ravel(), (force*x[:, None]).ravel()))
    response = np.linalg.solve(matrix, forces)
    weight = step * expit(x) * expit(-x) * speed
    measure = (3 * weight[:, None] * wu[None, :]).ravel()
    onsager = forces.T @ (measure[:, None] * response)
    assert abs(onsager[0, 1] - onsager[1, 0]) < 1e-7
    sigma = onsager[0, 0]
    kappa = (onsager[1, 1] - onsager[0, 1]*onsager[1, 0]/sigma)
    return np.array([sigma, kappa / LORENZ_MOMENT])


def sharp_planes(barrier, spacing, cells=60):
    """Conductivity factor of one elastic shell with sharp periodic planes."""
    u, wu = half_range_nodes(12)
    half = u.size
    directions = np.concatenate((u, -u))
    weights = np.concatenate((wu, wu)) / 2
    count = 2*half
    base = cells*count
    step = spacing / cells
    matrix = np.zeros((base+count, base+count))
    source = np.zeros(base+count)
    scatter = np.eye(count) - np.outer(np.ones(count), weights)
    streaming = np.diag(directions) / step
    for cell in range(cells):
        here = slice(cell*count, (cell+1)*count)
        following = slice((cell+1)*count, (cell+2)*count)
        matrix[here, here] = -streaming + scatter/2
        matrix[here, following] = streaming + scatter/2
    reflection = barrier / (barrier + u**2)
    for i, reflected in enumerate(reflection):
        passed = 1 - reflected
        row = base + i
        matrix[row, i] = 1
        matrix[row, base+i] = -passed
        matrix[row, half+i] = -reflected
        source[row] = passed
        row = base + half + i
        matrix[row, base+half+i] = 1
        matrix[row, half+i] = -passed
        matrix[row, base+i] = -reflected
        source[row] = -passed
    # A uniform distribution carries no current, so fix its free constant.
    gauge = half//2
    matrix[gauge] = 0
    matrix[gauge, gauge] = 1
    source[gauge] = 0
    distribution = np.linalg.solve(matrix, source)
    current = np.sum(weights*directions*distribution[:count])
    return 3*spacing*current


def lorenz_correction(shell, t, step):
    low, mid, high = shell(1-step), shell(1), shell(1+step)
    slope = (high-low)/(2*step*mid)
    curvature = (high-2*mid+low)/(step**2*mid)
    return np.pi**2*t**2*(8*curvature/15 - slope**2/3)


# Round parameters in the rough regime of a copper interconnect.
fermi_ev, path_nm, spacing_nm = 7.0, 40.0, 40.0
reflection_normal, temperature = 0.2, 300.0
phonon_mev, sound_speed, phonon_path_nm = 25.0, 3000.0, 2.0
thermal_ev = const.k*temperature/const.e
t = thermal_ev/fermi_ev
barrier = reflection_normal/(1-reflection_normal)
alpha = 2*barrier*path_nm/spacing_nm
factor = boundary_factor(alpha)
x = np.arange(-800, 801)*0.05


def shell_with_boundaries(energy):
    return energy*boundary_factor(alpha/energy)


# Thermal integrals against the Sommerfeld correction.
for scale in (1, 2):
    sigma, kappa = transport(x, shell_with_boundaries(1+scale*t*x))
    predicted = lorenz_correction(shell_with_boundaries, scale*t, 1e-3)
    assert abs(kappa/sigma-1-predicted) < 0.02*abs(predicted)

bulk = np.array(transport(x, 1+t*x))
bounded = np.array(transport(x, shell_with_boundaries(1+t*x)))
factors = bounded/bulk
assert np.max(np.abs(factors-factor)) < 2e-4

# Full matrix solution, first isotropic and then forward-peaked.
matrix_bulk = boltzmann(0, 0, 0, t)
matrix_bounded = boltzmann(0, 0, alpha, t)
assert np.allclose(matrix_bulk, bulk, atol=1e-6, rtol=0)
assert np.allclose(matrix_bounded, bounded, atol=1e-6, rtol=0)
g = 0.5
forward = boltzmann(0, g, alpha, t)/boltzmann(0, g, 0, t)
forward_formula = factor*(1-g)/(1-g*factor)
assert np.max(np.abs(forward-forward_formula)) < 2e-4
assert abs(forward[1]/forward[0]-1) < 2e-4

# Inelastic matrix against the phonon-rate formula.
for y in (1.0, 4.0):
    rate = phonon_rate(x, y)
    for a in (0, alpha):
        reduction = boundary_factor(a/rate) if a else 1
        expected = transport(x, reduction/rate)
        assert np.allclose(boltzmann(y, 0, a, 0), expected,
                           atol=1e-6, rtol=1e-6)
strong_bulk = boltzmann(4, 0, 0, 0)
strong_bounded = boltzmann(4, 0, alpha, 0)
strong = strong_bounded/strong_bulk
strong_forward = boltzmann(4, g, alpha, 0)/boltzmann(4, g, 0, 0)
assert strong[1] > strong[0]+0.02
assert strong_forward[1] > strong_forward[0]+0.02

# Phonon estimate at the example temperature, with bulk sigma held fixed.
phonon_y = phonon_mev/(1000*thermal_ev)
rate = phonon_rate(x, phonon_y)
rate *= transport(x, 1/rate)[0]
phonon_bulk = np.array(transport(x, 1/rate))
phonon_bounded = np.array(transport(x, boundary_factor(alpha/rate)/rate))
phonon_factors = phonon_bounded/phonon_bulk
assert abs(phonon_bulk[0]-1) < 1e-10
assert phonon_factors[1] > phonon_factors[0]
phonon_l = np.array([phonon_bulk[1]/phonon_bulk[0],
                     phonon_bounded[1]/phonon_bounded[0]])
assert phonon_l[0] < phonon_l[1] < 1

# Sharp planes: bulk limit, close-spacing limit, and example spacing.
assert abs(sharp_planes(0, 1)-1) < 1e-8
close_spacing = 0.02
close_factor = sharp_planes(alpha*close_spacing/2, close_spacing)
assert abs(close_factor/factor-1) < 0.01
relative_spacing = spacing_nm/path_nm
sharp_factor = sharp_planes(barrier, relative_spacing)


def sharp_shell(energy):
    return energy*sharp_planes(barrier/energy, relative_spacing)


sharp_l_deviation = lorenz_correction(sharp_shell, t, 0.05)
assert abs(sharp_l_deviation) < 1e-3

# Interference between two planes, without background scattering.
fermi_k = np.sqrt(2*const.m_e*fermi_ev*const.e)/const.hbar
fermi_v = const.hbar*fermi_k/const.m_e
spacing = spacing_nm*1e-9
coherent_x = np.arange(-120, 121)*0.25
u = (np.arange(40000)+0.5)/40000
coherent, incoherent = [], []
for energy in 1+t*coherent_x:
    strength = np.sqrt(barrier/energy)/u
    transmission = 1/(1+strength**2)
    reflected_amplitude = -1j*strength/(1+1j*strength)
    phase = np.exp(2j*fermi_k*spacing*np.sqrt(energy)*u)
    double = transmission**2/np.abs(1-reflected_amplitude**2*phase)**2
    coherent.append(energy*np.mean(2*u*double))
    incoherent.append(energy*np.mean(2*u*transmission/(2-transmission)))
coherent_result = transport(coherent_x, np.array(coherent))
incoherent_result = transport(coherent_x, np.array(incoherent))
coherent_l = coherent_result[1]/coherent_result[0]
coherent_g = coherent_result[0]/incoherent_result[0]
assert abs(coherent_l-1) < 0.005
assert abs(coherent_g-1) < 0.01

# Convert the example to practical units.
sigma_unit = (const.e**2*fermi_k**2*path_nm*1e-9
              / (3*np.pi**2*const.hbar))
lorenz_0 = LORENZ_MOMENT*(const.k/const.e)**2
kappa_unit = lorenz_0*temperature*sigma_unit
density = fermi_k**3/(3*np.pi**2)
# One atom per conduction electron and classical lattice heat capacity.
lattice_kappa = density*const.k*sound_speed*phonon_path_nm*1e-9
resistivity = 1e8/(sigma_unit*np.array([bulk[0], bounded[0]]))
conductivity = 1e-6*sigma_unit*np.array([bulk[0], bounded[0]])
thermal = kappa_unit*np.array([bulk[1], bounded[1]])

print(f"Fermi energy: {fermi_ev:.1f} eV")
print(f"background mean free path: {path_nm:.1f} nm")
print(f"boundary spacing: {spacing_nm:.1f} nm")
print(f"normal-incidence reflection R: {reflection_normal:.2f}")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {1000*thermal_ev:.3f} meV")
print(f"kT/E_F: {t:.6f}")
print(f"barrier ratio r=R/(1-R): {barrier:.4f}")
print(f"boundary parameter alpha: {alpha:.4f}")
print(f"closed boundary factor F: {factor:.6f}")
print(f"thermal-integral sigma factor: {factors[0]:.6f}")
print(f"thermal-integral kappa factor: {factors[1]:.6f}")
print(f"Fermi wave number: {fermi_k*1e-9:.3f} nm^-1")
print(f"Fermi speed: {fermi_v:.4e} m/s")
print(f"bulk sigma: {conductivity[0]:.3f} MS/m")
print(f"sigma with boundaries: {conductivity[1]:.3f} MS/m")
print(f"bulk resistivity: {resistivity[0]:.3f} microohm cm")
print(f"resistivity with boundaries: {resistivity[1]:.3f} microohm cm")
print(f"bulk electronic kappa: {thermal[0]:.2f} W/(m K)")
print(f"electronic kappa with boundaries: {thermal[1]:.2f} W/(m K)")
print(f"Sommerfeld L0: {lorenz_0:.5e} W ohm/K^2")
print(f"bulk L/L0-1: {bulk[1]/bulk[0]-1:.3e}")
print(f"bounded L/L0-1: {bounded[1]/bounded[0]-1:.3e}")
print(f"anisotropy g in forward-peaked test: {g:.2f}")
print(f"forward-peaked sigma factor: {forward[0]:.6f}")
print(f"forward-peaked kappa factor: {forward[1]:.6f}")
print(f"strong inelastic y=4 bulk L/L0: {strong_bulk[1]/strong_bulk[0]:.4f}")
print("strong inelastic y=4 bounded L/L0: "
      f"{strong_bounded[1]/strong_bounded[0]:.4f}")
print(f"strong inelastic y=4 sigma factor: {strong[0]:.4f}")
print(f"strong inelastic y=4 kappa factor: {strong[1]:.4f}")
print(f"rough phonon energy: {phonon_mev:.1f} meV")
print(f"phonon energy/kT: {phonon_y:.4f}")
print(f"phonon estimate, bulk L/L0: {phonon_l[0]:.4f}")
print(f"phonon estimate, bounded L/L0: {phonon_l[1]:.4f}")
print(f"phonon estimate, sigma factor: {phonon_factors[0]:.4f}")
print(f"phonon estimate, kappa factor: {phonon_factors[1]:.4f}")
print(f"close-plane test D/lambda: {close_spacing:.3f}")
print(f"close-plane factor at same alpha: {close_factor:.5f}")
print(f"sharp-plane factor at example D: {sharp_factor:.5f}")
print(f"sharp/homogenized factor: {sharp_factor/factor:.5f}")
print(f"sharp-plane L/L0-1: {sharp_l_deviation:.3e}")
print("normal-incidence interference period: "
      f"{1000*np.pi*const.hbar*fermi_v/spacing/const.e:.2f} meV")
print(f"two-plane coherent/incoherent conductance: {coherent_g:.6f}")
print(f"two-plane coherent L/L0-1: {coherent_l-1:.3e}")
print(f"rough sound speed: {sound_speed:.0f} m/s")
print(f"rough phonon mean free path: {phonon_path_nm:.1f} nm")
print(f"rough lattice kappa: {lattice_kappa:.2f} W/(m K)")
print("lattice/electronic kappa with boundaries: "
      f"{100*lattice_kappa/thermal[1]:.2f} percent")
print("all assertions hold")
```

Running it gives:

```
Fermi energy: 7.0 eV
background mean free path: 40.0 nm
boundary spacing: 40.0 nm
normal-incidence reflection R: 0.20
temperature: 300 K
thermal energy kT: 25.852 meV
kT/E_F: 0.003693
barrier ratio r=R/(1-R): 0.2500
boundary parameter alpha: 0.5000
closed boundary factor F: 0.588020
thermal-integral sigma factor: 0.588025
thermal-integral kappa factor: 0.588013
Fermi wave number: 13.555 nm^-1
Fermi speed: 1.5692e+06 m/s
bulk sigma: 60.417 MS/m
sigma with boundaries: 35.527 MS/m
bulk resistivity: 1.655 microohm cm
resistivity with boundaries: 2.815 microohm cm
bulk electronic kappa: 442.78 W/(m K)
electronic kappa with boundaries: 260.36 W/(m K)
Sommerfeld L0: 2.44300e-08 W ohm/K^2
bulk L/L0-1: -4.487e-05
bounded L/L0-1: -6.431e-05
anisotropy g in forward-peaked test: 0.50
forward-peaked sigma factor: 0.416457
forward-peaked kappa factor: 0.416450
strong inelastic y=4 bulk L/L0: 0.4543
strong inelastic y=4 bounded L/L0: 0.7153
strong inelastic y=4 sigma factor: 0.2271
strong inelastic y=4 kappa factor: 0.3576
rough phonon energy: 25.0 meV
phonon energy/kT: 0.9670
phonon estimate, bulk L/L0: 0.9124
phonon estimate, bounded L/L0: 0.9459
phonon estimate, sigma factor: 0.5874
phonon estimate, kappa factor: 0.6090
close-plane test D/lambda: 0.020
close-plane factor at same alpha: 0.58802
sharp-plane factor at example D: 0.59015
sharp/homogenized factor: 1.00362
sharp-plane L/L0-1: -6.440e-05
normal-incidence interference period: 81.12 meV
two-plane coherent/incoherent conductance: 0.999990
two-plane coherent L/L0-1: -3.417e-05
rough sound speed: 3000 m/s
rough phonon mean free path: 2.0 nm
rough lattice kappa: 6.97 W/(m K)
lattice/electronic kappa with boundaries: 2.68 percent
all assertions hold
```
